# How long adsorbed dopants stay on a two-dimensional channel

## The problem

Molecules adsorbed on a two-dimensional channel can dope it by exchanging charge with it. The doping lasts as long as the molecules stay, or are replaced. Take nitrogen dioxide on epitaxial graphene on SiC: the substrate supplies electrons to the graphene, and the adsorbed molecule, an acceptor, removes some of them.

Let the attempt frequency be $\nu=10^{13}$ per second and the temperature $T=300$ K. Compare two binding energies, $E=0.1$ eV for a weakly held dopant and $E=1$ eV for a strongly held one. These are round model values, not computed or measured energies of this molecule.

1. What is the mean residence time in each case?
2. What fraction of the strongly bound dopants is left after one hour?
3. What binding energy would give a mean residence time of ten years?
4. How far do the answers depend on the simplicity of the model?

The energy $E$ is measured from the bottom of the adsorption well to the molecule at rest far from the surface. There is no further barrier to adsorption.

## A tempting solution

The thermal energy is $k_BT=0.02585$ eV. A dopant must collect the energy $E$, and the surface hands out energy in portions of about $k_BT$. If one portion arrives per vibration, the number of vibrations needed is $E/k_BT$, and

$$
\tau_{\text{wrong}}=\frac{1}{\nu}\,\frac{E}{k_BT}.
$$

The two ratios are 3.87 and 38.7, so the times are 0.39 ps and 3.9 ps. Ten times the binding gives ten times the life, and both dopants are gone almost at once.

## Where it fails

The fault lies in the assumption that the portions accumulate. A surface in thermal equilibrium with the molecule takes energy back as readily as it gives it. The useful question is how often the molecule is found with energy $E$ or more.

For a harmonic vibration of mass $m$ and angular frequency $\omega=2\pi\nu$, this can be worked out directly. In the plane of position and momentum, the states with energy below $\varepsilon$ fill an ellipse with semi-axes $\sqrt{2\varepsilon/m\omega^2}$ and $\sqrt{2m\varepsilon}$. Its area is

$$
\pi\sqrt{\frac{2\varepsilon}{m\omega^2}}\sqrt{2m\varepsilon}
=\frac{2\pi\varepsilon}{\omega}=\frac{\varepsilon}{\nu}.
$$

The area grows linearly with $\varepsilon$, so equal energy intervals contain equal areas. The Boltzmann weight then makes the normalized energy distribution $e^{-\varepsilon/k_BT}/k_BT$, and

$$
p=\int_E^\infty \frac{e^{-\varepsilon/k_BT}}{k_BT}\,d\varepsilon=e^{-E/k_BT}.
$$

Each additional $k_BT$ of required energy multiplies the probability by $1/e$. Energies add, but probabilities multiply. The waiting time should therefore grow exponentially with $E/k_BT$, where the tempting solution made it grow linearly.

## The right solution

### The escape rate as a flux

Let $z$ be the molecule's displacement along the surface normal, with $V(0)=0$ at the bottom of the well and $V(z^*)=E$ at its outer edge. Assume that the molecules in the well keep a thermal distribution, and that every outward crossing of the edge is a departure. The probability density in position and velocity is then

$$
\rho(z,v)=\frac{e^{-V(z)/k_BT}}{Z}\,f(v),\qquad
f(v)=\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT},
$$

where $Z=\int e^{-V/k_BT}dz$ is taken over the well. During a short time $dt$, a molecule with outward velocity $v>0$ crosses the edge if it lies within $v\,dt$ of it. Summing over outward velocities gives the probability of escape per unit time:

$$
k=\int_0^\infty v\,\rho(z^*,v)\,dv
=\frac{v_+\,e^{-E/k_BT}}{Z},\qquad
v_+=\int_0^\infty v f(v)\,dv .
$$

To evaluate $v_+$, put $w=mv^2/2k_BT$, so that $v\,dv=(k_BT/m)\,dw$. The remaining integral $\int_0^\infty e^{-w}dw$ equals one, and

$$
v_+=\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=\sqrt{\frac{k_BT}{2\pi m}} .
$$

For the well, take $V=\tfrac12 m(2\pi\nu)^2z^2$. If $E$ is several times $k_BT$, little of the thermal distribution lies near the edge, and the integral may be extended to infinity. With $\int e^{-\alpha z^2}dz=\sqrt{\pi/\alpha}$ and $\alpha=m(2\pi\nu)^2/2k_BT$,

$$
Z=\sqrt{\frac{2\pi k_BT}{m(2\pi\nu)^2}}
=\frac{1}{\nu}\sqrt{\frac{k_BT}{2\pi m}}=\frac{v_+}{\nu}.
$$

Substituting this in the rate gives

$$
k=\nu\,e^{-E/k_BT}.
$$

At fixed $\nu$ the mass has cancelled: a heavier molecule moves more slowly, but is confined to a narrower region.

The extension to infinity can be checked by stopping the integral at the edge. At 0.1 eV the lifetime is then 0.27% shorter than the formula gives. At 1 eV the difference is negligible. When $E$ is no longer large compared with $k_BT$, the notion of a bound molecule making separate attempts loses its meaning, and the formula should not be used.

### From the rate to a mean lifetime

If $n$ dopants are present per unit area and none return, a constant rate gives $dn/dt=-kn$, hence $n(t)=n_0e^{-kt}$. The probability that a given dopant leaves between $t$ and $t+dt$ is $k e^{-kt}dt$. Its mean residence time follows by integration by parts:

$$
\tau=\int_0^\infty t\,k e^{-kt}\,dt
=\Big[-t e^{-kt}\Big]_0^\infty+\int_0^\infty e^{-kt}\,dt=\frac1k .
$$

Therefore

$$
\boxed{\;\tau=\frac{1}{\nu}\,e^{E/k_BT}\;}
$$

Counting attempts gives the same mean. If each vibration is an independent attempt with success probability $p$, the chance of surviving $j$ attempts is $(1-p)^j$. The mean number of attempts is the sum of these chances, $\sum_{j\ge0}(1-p)^j=1/p$, and the mean time is $1/(\nu p)$. The independence is an assumption: it requires the surface to reshuffle the molecule's energy quickly.

### The two dopants

For the weakly bound dopant,

$$
\frac{E}{k_BT}=\frac{0.1}{0.025852}=3.868,\qquad
\tau=\frac{e^{3.868}}{10^{13}\ \text{s}^{-1}}
=\frac{47.85}{10^{13}\ \text{s}^{-1}}=4.8\ \text{ps}.
$$

This corresponds to about 48 vibrations on average, provided that energy exchange with the surface keeps the distribution in the well thermal. In so shallow a well, slow exchange can make the stay considerably longer. For the strongly bound dopant,

$$
\frac{E}{k_BT}=38.68,\qquad
\tau=\frac{6.30\times10^{16}}{10^{13}\ \text{s}^{-1}}
\approx 6300\ \text{s}=1.75\ \text{h}.
$$

This answers the first question: picoseconds in one case, nearly two hours in the other. The ratio of the lifetimes is $e^{(0.9\ \text{eV})/k_BT}=1.3\times10^{15}$. The attempt frequency drops out of this ratio because it was given the same value for both dopants.

The 1.75 h is a mean, not a time at which the dopants leave together. Setting $e^{-t/\tau}=\tfrac12$ gives the half-life $\tau\ln2=1.21$ h. After one hour the remaining fraction is

$$
e^{-3600/6299}=0.565,
$$

which answers the second question. A dopant that has already stayed an hour still has a mean of 1.75 h ahead of it, because the escape rate does not depend on its past.

### Binding for a ten-year life

Taking the logarithm of $\nu\tau=e^{E/k_BT}$ gives

$$
E=k_BT\ln(\nu\tau).
$$

For $\tau$ equal to ten years of 365 days, $E=1.28$ eV. Thus 0.28 eV of extra binding turns hours into years at 300 K. More generally, multiplying $\tau$ by ten costs $k_BT\ln10=0.060$ eV. The same number limits prediction: an error of 0.06 eV in the binding energy changes the lifetime tenfold.

This ten-year value is a mean at constant temperature. A requirement that nearly all dopants survive ten years, or that they survive in a warm device, needs stronger binding.

### The effect of warming

With $E$ and $\nu$ held fixed, $\ln\tau=-\ln\nu+E/k_BT$, so

$$
\frac{d\ln\tau}{dT}=-\frac{E}{k_BT^2}.
$$

For 1 eV at 300 K this is $-0.129$ per kelvin. The full formula gives 1809 s at 310 K, about half an hour, and 0.40 s at 400 K. A mean life of nearly two hours at 300 K thus shrinks to less than half a second at 400 K, a temperature that a heated device can reach.

## How far the simple model can be trusted

The exponential carries the main result, but the prefactor deserves scrutiny. Each change below is made separately unless a combination is stated.

**The attempt frequency.** A well that flattens at large distance can be modelled by the Morse form

$$
V(z)=E\left(1-e^{-az}\right)^2 .
$$

Near the bottom $1-e^{-az}\approx az$, so $V\approx Ea^2z^2$. Comparing this with $\tfrac12m(2\pi\nu)^2z^2$ gives

$$
\nu=\frac{a}{2\pi}\sqrt{\frac{2E}{m}} .
$$

For a mass of 46 u and a rough inverse range $a=12$ per nm, the frequencies are $1.2\times10^{12}$ per second at 0.1 eV and $3.9\times10^{12}$ per second at 1 eV. At fixed $a$ and $m$ the shallower well is softer. The lifetimes become 39 ps and 4.5 h. The stated $10^{13}$ per second is thus high for so heavy a molecule in the shallow well, and "picoseconds" should there be read as up to tens of picoseconds.

**The shape of the well.** The harmonic integral $Z$ can be replaced by that of the Morse well with the same frequency. On the outer side $1-e^{-az}<az$, so the Morse potential lies below the parabola and leaves the molecule more room. On the inner side the opposite holds. With the exit placed $0.01\,k_BT$ below the top, the net effect multiplies the lifetime by 1.29 at 0.1 eV and by 1.00 at 1 eV. The second value is a near cancellation: the shape raises $Z$ by 1.3%, and the lowered exit takes back 1%. The first factor is an estimate: the Morse potential has no sharp edge, and moving the exit outward adds more of its flat region to $Z$. It is 1.13 with the exit $0.1\,k_BT$ below the top, 1.36 at $0.001\,k_BT$, and 1.21 if only bound states are counted. In the reduced coordinate $az$ the factor depends on $E/k_BT$ and the exit rule, not on the frequency. It can therefore be combined with the previous change, giving $1.29\times39\approx50$ ps.

**Quantized vibration.** The vibrational quantum is $h\nu=0.041$ eV, larger than $k_BT$, so the classical treatment needs a check. Let $x=h\nu/k_BT=1.60$. The classical sum over states is the phase-space integral divided by $h$, namely $k_BT/h\nu=1/x$. The quantum sum is a geometric series:

$$
\sum_{n=0}^{\infty}e^{-(n+1/2)x}
=\frac{e^{-x/2}}{1-e^{-x}}
=\frac{1}{2\sinh(x/2)} .
$$

The lifetime is proportional to this sum, so quantization multiplies it by

$$
\frac{x}{2\sinh(x/2)}=0.90 .
$$

This factor is the product of two opposite effects, $e^{-x/2}\cdot x/(1-e^{-x})=0.45\times2.0$. The first arises because the lowest level already lies $h\nu/2$ above the bottom from which $E$ is measured. The second arises because the sum counted from that level, $1/(1-e^{-x})$, exceeds the classical $1/x$. In the shallow well, the ladder runs past the top after two levels. The levels from $n=2$ upward contribute a fraction $e^{-2x}\approx4\%$ of the sum, so the factor is approximate there.

**Freedom along the surface.** The one-dimensional result assumes that motion parallel to the surface is equally free before and during departure. A strongly bound dopant may instead vibrate about one site, with in-plane frequency $\nu_\parallel$, and become free to slide as it leaves. In each in-plane direction the thermal width integral is $\sqrt{2\pi k_BT/m}/(2\pi\nu_\parallel)$, by the calculation used for $Z$. The square of this is the effective area available to the bound dopant:

$$
A_{\text{bound}}=\frac{2\pi k_BT}{m(2\pi\nu_\parallel)^2}
=\frac{k_BT}{2\pi m\nu_\parallel^2}.
$$

If the departing molecule has the site area $A$ to itself, the rate rises by

$$
\frac{A}{A_{\text{bound}}}=\frac{2\pi m\nu_\parallel^2A}{k_BT}.
$$

For $A=0.05$ nm² and $\nu_\parallel=10^{12}$ per second this factor is 5.8. It reduces the strong lifetime from 1.75 h to 0.30 h. Combined with the Morse frequency, it gives $4.47/5.79=0.77$ h. These in-plane values describe a barely localized dopant: a cosine corrugation of period $\sqrt{A}$ with this frequency has a barrier of only 0.048 eV, under $2k_BT$, and gives a factor of 4.2 instead of 5.8. The harmonic factor grows as $\nu_\parallel^2$; at $3\times10^{12}$ per second it is about 50, and the strong lifetime falls to about two minutes. Rotation set free on leaving would shorten the life further, and is not included in these numbers. It can be large: the rotational sum over states of free nitrogen dioxide at 300 K is about 2200, so replacing three librations of 30, 100 or 300 cm⁻¹ by free rotation raises the rate about 7, 250 or 8600 times.

**Crossing and energy supply.** Molecules that cross the edge and fall back have been counted as departures. Slow energy exchange with the surface would also leave too few molecules near the top of the well. Both effects lengthen the life relative to the flux result. Their size depends on the coupling to the surface, which this model does not specify.

## When the gas puts dopants back

A finite residence time does not by itself imply that the doping disappears. If molecules also arrive from the gas, at a rate $F$ per unit area, then

$$
\frac{dn}{dt}=F-\frac{n}{\tau}.
$$

This assumes sparse coverage and that every arriving molecule sticks. An ideal gas at partial pressure $P$ has number density $P/k_BT$. Multiplying by the outward mean $v_+$, which by symmetry also describes motion toward the surface, gives

$$
F=\frac{P}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}
=\frac{P}{\sqrt{2\pi mk_BT}} .
$$

Starting from a bare surface, $n(t)=F\tau(1-e^{-t/\tau})$. The density settles at $F\tau$, so holding a density $n_0$ requires

$$
P=\frac{n_0\sqrt{2\pi mk_BT}}{\tau}.
$$

For $n_0=10^{12}$ per cm² and the original lifetimes, the required partial pressure of nitrogen dioxide is about 700 Torr for weak binding and $5\times10^{-13}$ Torr for strong binding. The first value is only a scale and cannot be reached at 300 K: the gas pairs into dinitrogen tetroxide and condenses when the partial pressure of nitrogen dioxide is roughly 300 Torr. The second is so small that a trace of the gas can replace the strongly bound dopants as they leave. Individual molecules still stay 1.75 h on average, while the channel remains doped. To observe the simple decay, the partial pressure of the dopant must be well below this holding value. At one part per billion in air, $F\tau$ would be $1.4\times10^{18}$ per cm², far above the $2\times10^{15}$ sites per cm² that a site area of 0.05 nm² allows. The sparse-coverage law then fails and the strongly binding sites simply fill.

## Reading the result for a real channel

Graphene grown on the silicon face of SiC typically carries roughly $10^{13}$ electrons per cm². The example's $10^{12}$ acceptors per cm² could remove at most about a tenth of these if each took one electron. A binding energy of 1 eV is high for nitrogen dioxide on perfect graphene; it is better read as a model of a defect site or a chemical bond. Real surfaces also break the assumption of a single binding energy. With all else fixed, sites 0.06 eV weaker or stronger than 1 eV have mean lives of about 10 minutes or 18 hours. The total doping then decays as a sum of exponentials, with the strongly binding sites dominating its late stage.

Within the variants calculated here, the weakly bound dopant stays between about 4 and 50 ps, and the strongly bound one between about 0.3 and 4.5 h at 300 K. These ranges are not error bounds, since the binding energy was held fixed and they leave out some effects; stiffer in-plane binding or freed rotation alone can bring the strong lifetime down to minutes or seconds. They do show that the contrast between the two dopants rests on the exponential, while "nearly two hours" depends on the chosen prefactor. It depends just as much on the chosen binding energy: a change of 0.07 eV alters the lifetime by a factor of about 15, as much as the whole range given for the strongly bound dopant. The main values are collected in the numerical output.

## Table of computed values

```
Attempt frequency: 1.0e+13 1/s
Temperature: 300 K
Thermal energy kB*T: 0.025852 eV
Weak, strong binding: 0.1, 1.0 eV
E/(kB*T), weak: 3.8682
E/(kB*T), strong: 38.6817
Boltzmann factor exp(E/kBT), weak: 47.85
Boltzmann factor exp(E/kBT), strong: 6.2988e+16
Mean lifetime, weak: 4.785 ps
Mean lifetime, strong: 6299 s = 1.750 h
Lifetime ratio strong/weak: 1.316e+15
Half-life, strong: 1.213 h
Fraction left after 1 h, strong: 0.565
Flux test, weak: lifetime deviation -0.271 %
Flux test, strong: lifetime deviation 1.8e-13 %
Binding step for tenfold life: 0.0595 eV
Binding for 10-year mean life: 1.280 eV
d ln(tau)/dT, strong: -0.1289 1/K
Lifetime at 310 K, strong: 1809 s
Lifetime at 400 K, strong: 0.398 s
Molecular mass: 46 u
Morse inverse range: 12 1/nm
Morse frequency, weak: 1.24e+12 1/s
Morse frequency, strong: 3.91e+12 1/s
Lifetime at that frequency, weak: 38.7 ps
Lifetime at that frequency, strong: 4.47 h
Anharmonic lifetime factor, weak: 1.29
Anharmonic lifetime factor, strong: 1.00
Vibration quantum h*nu: 0.0414 eV
Quantum lifetime factor: 0.901
Site area: 0.05 nm2
In-plane frequency: 1.0e+12 1/s
In-plane freedom rate factor: 5.79
Strong lifetime with that factor: 0.30 h
Dopant sheet density: 1.0e+12 1/cm2
Holding partial pressure, weak: 699 Torr
Holding partial pressure, strong: 5.31e-13 Torr
```
